# Jahn-Teller Energy, Trough and Three Minima of a Defect Doublet

## One distortion and two levels

Take a defect whose two orbitals, $\theta$ and $\epsilon$, have the same energy in the symmetric geometry. One electron occupies them. Let a single distortion $Q_1$ raise one level by $FQ_1$ and lower the other by the same amount, while the lattice resists with stiffness $K$. The electron takes the lower level, so

$$E(Q_1)=\tfrac12KQ_1^2-|F||Q_1|. \tag{1}$$

Near $Q_1=0$ the gain is linear and the cost quadratic, so the symmetric geometry is unstable for any $F\neq0$. For $Q_1>0$ the condition $KQ_1-|F|=0$ gives $Q_1=|F|/K$ and $E=-F^2/(2K)$. The mirror solution $Q_1=-|F|/K$ has the same energy.

A threefold defect has a second distortion $Q_2$ of equal stiffness. With linear coupling the two minima of (1) then turn out to be points on a continuous circle of minima. Separate minima require a further term, derived below.

The nuclei are classical until quantum motion is discussed. Energies are measured from the undistorted doublet, relaxation that keeps the symmetry is contained in the reference geometry, and one pair of vibrations is kept. The formulas hold in any consistent units, including Hartree atomic units; the example uses eV and nm.

## What symmetry allows

Let the defect have a threefold axis and mirror planes (point group $C_{3v}$), and let $(\theta,\epsilon)$ transform like $(x,y)$. Without spin-orbit coupling the electronic matrix is real and symmetric, so apart from a multiple of the unit matrix it is

$$H_{\rm el}=c_z\sigma_z+c_x\sigma_x,\qquad \sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad \sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix}. \tag{2}$$

Write $c=c_z+ic_x$ and $Q=Q_1+iQ_2=\rho e^{i\varphi}$. Rotating the orbitals by $120^\circ$ multiplies $c$ by $\eta=e^{4\pi i/3}$, because a symmetric matrix turns through twice the angle. The vibration used here is a strain-like pair, which also turns through twice the angle: $Q\to\eta Q$. The mirror $y\to-y$ changes the signs of $\epsilon$ and $Q_2$, so it conjugates both $c$ and $Q$. Hence

$$c(\eta Q)=\eta\,c(Q),\qquad c(Q^*)=c(Q)^*. \tag{3}$$

At first order the candidates are $Q$ and $Q^*$, which acquire the factors $\eta$ and $\eta^*$; only $Q$ obeys (3). At second order $Q^2$, $|Q|^2$ and $Q^{*2}$ acquire $\eta^2$, $1$ and $\eta^{*2}=\eta$; only $Q^{*2}$ survives. The mirror makes the coefficients real:

$$c=FQ+GQ^{*2}. \tag{4}$$

The unit-matrix part must be invariant. It has no linear term, and its quadratic term is proportional to $|Q|^2$, which is absorbed in $K$. Therefore

$$H=\tfrac12K\rho^2+F(Q_1\sigma_z+Q_2\sigma_x)+G\left[(Q_1^2-Q_2^2)\sigma_z-2Q_1Q_2\sigma_x\right]. \tag{5}$$

## A triangle that supplies the linear coupling

Place one orbital on each of three atoms at the corners of an equilateral triangle of side $d_0$, atom 1 lying on the $x$ axis and atoms 2 and 3 at $120^\circ$ and $240^\circ$. The matrix element between neighbours is $-t(d)$, with $t=t_0e^{-(d-d_0)/a}$. The symmetric state $a_1=(1,1,1)/\sqrt3$ has energy $-2t_0$, and the doublet

$$\theta=\frac{(2,-1,-1)}{\sqrt6},\qquad \epsilon=\frac{(0,1,-1)}{\sqrt2} \tag{6}$$

has energy $+t_0$. If the matrix elements change by $v_{ij}$, direct multiplication gives

$$v_{\theta\theta}=\frac{v_{23}-2v_{12}-2v_{13}}3,\quad v_{\epsilon\epsilon}=-v_{23},\quad v_{\theta\epsilon}=\frac{v_{12}-v_{13}}{\sqrt3}. \tag{7}$$

Let the atom at angle $\alpha$ move by $[Q_1(\cos\alpha,-\sin\alpha)+Q_2(\sin\alpha,\cos\alpha)]/\sqrt3$. A bond pointing along angle $\beta$ then has its end-to-end vector changed by $Q_1(\cos\beta,-\sin\beta)+Q_2(\sin\beta,\cos\beta)$. Its components along and across the bond are

$$\delta_\parallel=\rho\cos(2\beta-\varphi),\qquad \delta_\perp=-\rho\sin(2\beta-\varphi). \tag{8}$$

Bonds 23, 12 and 13 have $\beta=90^\circ,150^\circ,210^\circ$, so to first order

$$\delta_{23}=-Q_1,\quad \delta_{12}=\tfrac12Q_1-\tfrac{\sqrt3}2Q_2,\quad \delta_{13}=\tfrac12Q_1+\tfrac{\sqrt3}2Q_2. \tag{9}$$

Since the matrix element is $-t$, its first-order change is $v=g\delta$ with $g=t_0/a$. The three changes sum to zero, so $v_{\theta\theta}=v_{23}=-gQ_1$. Equation (7) also gives $v_{\epsilon\epsilon}=gQ_1$ and $v_{\theta\epsilon}=-gQ_2$. Comparison with (5) yields

$$F=-g=-\frac{t_0}{a}=\left.\frac{dt}{dd}\right|_{d_0}. \tag{10}$$

If each bond is a spring of constant $k$, the elastic energy is $\frac12k\sum\delta_\parallel^2=\frac12k(\frac32\rho^2)$, hence $K=3k/2$. In general $K$ also includes the isotropic second-order response of the electrons. The kinetic energy is $\frac12M(\dot Q_1^2+\dot Q_2^2)$ for atoms of mass $M$, so a vibration of frequency $\omega$ has $K=M\omega^2$.

## The linear result is a trough

Set $G=0$. Because $\sigma_z$ and $\sigma_x$ anticommute and each squares to one, $H_{\rm el}^2=F^2(Q_1^2+Q_2^2)=F^2\rho^2$. The two sheets and the lower one with its square completed are

$$E_\pm=\tfrac12K\rho^2\pm|F|\rho,\qquad E_-=\tfrac12K\left(\rho-\frac{|F|}K\right)^2-\frac{F^2}{2K}. \tag{11}$$

The minimum is

$$\rho_0=\frac{|F|}K,\qquad E_{\min}=-E_{\rm JT},\qquad E_{\rm JT}=\frac{F^2}{2K}, \tag{12}$$

for every $\varphi$. The electron gains $|F|\rho_0=2E_{\rm JT}$ and the lattice pays $\frac12K\rho_0^2=E_{\rm JT}$. The vertical gap between the sheets is $2|F|\rho_0=4E_{\rm JT}$. Every point of the trough has lost the threefold axis. When $\varphi$ is a multiple of $60^\circ$, one mirror plane survives; elsewhere all three bonds differ.

Occupation matters. For independent electrons, two of opposite spin in the lower level double the force, so $F\to2F$ and the energy gain becomes $4E_{\rm JT}$. Three electrons give the single-electron result again, and four give none. Electron repulsion, omitted here, can alter the two-electron case.

Several vibration pairs contribute additively in the linear model. The energy is $\sum_i\frac12K_i\rho_i^2-|\sum_iF_iQ^{(i)}|$, and the last modulus is at most $\sum_i|F_i|\rho_i$, reached when all terms have the same phase. Minimizing each $\rho_i$ separately gives $E_{\rm JT}=\sum_iF_i^2/(2K_i)$.

For $F<0$ the lower electronic state is $(\cos\frac\varphi2,\sin\frac\varphi2)$. It changes sign when $\varphi$ advances by $2\pi$, which will fix the quantum levels.

## Quadratic coupling makes three minima

From (4), $c=F\rho e^{i\varphi}+G\rho^2e^{-2i\varphi}$. The eigenvalues of (2) are $\pm|c|$, so the lower sheet is

$$E_-=\tfrac12K\rho^2-\rho\sqrt{F^2+G^2\rho^2+2FG\rho\cos3\varphi}. \tag{13}$$

Let $F$ and $G$ be nonzero. At fixed $\rho>0$ the energy is lowest when $\cos3\varphi={\rm sign}(FG)$, because the root is then largest. There the root equals $|F|+|G|\rho$, and

$$E_-=\tfrac12(K-2|G|)\rho^2-|F|\rho. \tag{14}$$

For $2|G|<K$ this has the minimum

$$\rho_{\rm m}=\frac{|F|}{K-2|G|},\qquad E_{\rm m}=-\frac{F^2}{2(K-2|G|)}. \tag{15}$$

It is the global minimum, since the best angle was chosen at each radius. The condition on $\cos3\varphi$ is met by three angles $120^\circ$ apart, each preserving one mirror plane. If $2|G|\ge K$, (14) falls without limit and the model needs higher-order terms.

At the opposite sign of $\cos3\varphi$, and for $\rho<|F/G|$, the root is $|F|-|G|\rho$. The same steps give

$$\rho_{\rm s}=\frac{|F|}{K+2|G|},\qquad E_{\rm s}=-\frac{F^2}{2(K+2|G|)}. \tag{16}$$

This radius satisfies $\rho_{\rm s}<|F/G|$, as assumed. The energy is minimal along $\rho$ and maximal along $\varphi$, and the mixed derivative vanishes because it contains $\sin3\varphi$. The three points are therefore saddles. The barrier between neighbouring minima is

$$B=E_{\rm s}-E_{\rm m}=\frac{2F^2|G|}{K^2-4G^2}\simeq4E_{\rm JT}\frac{|G|}K\quad(|G|\ll K). \tag{17}$$

As $G\to0$ the barrier vanishes and the trough returns. Crossing the barrier reorients the distortion; no atom changes its lattice site, so $B$ is not a migration barrier.

## The quadratic coupling of the triangle

Fill $a_1$ with two electrons and put one in the doublet. On the line $Q_2=0$, (5) with $F<0$ places the electron in $\theta$ at $Q_1=+\rho$ and in $\epsilon$ at $Q_1=-\rho$. Their anisotropic energies are $-|F|\rho+G\rho^2$ and $-|F|\rho-G\rho^2$. Thus $E(+\rho)-E(-\rho)=2G\rho^2$ at second order. Three effects contribute to this difference.

**Hopping curvature.** The second-order change is $v=-(t_0/2a^2)\delta^2$. By (9), $\delta_{23}^2=\rho^2$ and the other two squares are $\rho^2/4$. Equation (7) gives $v_{\theta\theta}=0$ and $v_{\epsilon\epsilon}=t_0\rho^2/(2a^2)$. The contribution is $-t_0\rho^2/(2a^2)=-g^2\rho^2/(2t_0)$.

**Bond rotation.** A sideways displacement lengthens a bond by $\delta_\perp^2/(2d_0)$. This is zero for bond 23 and $3\rho^2/(8d_0)$ for the others. Equation (7) gives $v_{\theta\theta}=-g\rho^2/(2d_0)$ and $v_{\epsilon\epsilon}=0$, a contribution of $-g\rho^2/(2d_0)$.

**Mixing with $a_1$.** The element $\langle a_1|v|\theta\rangle=(v_{12}+v_{13}-2v_{23})/\sqrt{18}$ becomes $gQ_1/\sqrt2$, while $\langle a_1|v|\epsilon\rangle=0$ on this line. Across the gap $3t_0$, the mixing lowers $a_1$ and raises $\theta$ by $s=g^2\rho^2/(6t_0)$. With $\theta$ occupied the total is $-2s+s=-s$; with $\epsilon$ occupied it is $-2s$. The contribution is $+s$.

The direct second-order shifts of $a_1$ are equal at $\pm\rho$ and cancel. Adding the three terms and dividing by $2\rho^2$ gives

$$G=-\left(\frac{F^2}{6t_0}+\frac{|F|}{4d_0}\right). \tag{18}$$

Here $FG>0$, so the minima lie at $\varphi=0^\circ,120^\circ,240^\circ$. At $\varphi=0$ bond 23 shortens and the other two lengthen. The occupied $\theta$ has equal signs on atoms 2 and 3, hence is bonding between them, and opposite signs across the other two bonds.

## A sulfur vacancy as a rough example

A sulfur vacancy in monolayer MoS$_2$ leaves three molybdenum neighbours with a threefold axis. The singly negative vacancy has one electron in a doublet above a filled $a_1$ level. The rough model values are $t_0=0.50$ eV, $a=0.040$ nm, $d_0=0.32$ nm and $\hbar\omega=25$ meV. With the molybdenum mass, $K=M\omega^2=1434.6$ eV/nm$^2$. Equations (10) and (12) give

$$F=-\frac{0.50}{0.040}=-12.5\ {\rm eV/nm},\qquad E_{\rm JT}=\frac{12.5^2}{2(1434.6)}\ {\rm eV}=54.5\ {\rm meV}, \tag{19}$$

or $0.0020$ hartree. The trough radius is $12.5/1434.6$ nm $=8.7$ pm, and each atom moves $8.7/\sqrt3=5.0$ pm. Equation (18) gives $G=-(52.1+9.8)=-61.9$ eV/nm$^2$, in agreement with the value extracted from the three-site energies at small distortion. Hence $|G|/K=0.043$.

The minima lie at $-59.6$ meV and the saddles at $-50.1$ meV, so $B=9.5$ meV. At a minimum one bond is 9.5 pm shorter and two are 4.9 pm longer.

The barrier is less secure than $E_{\rm JT}$. At fixed radius $\rho_0$, the quadratic term gives an electronic energy difference of 9.4 meV between the favourable and unfavourable angles, while the full three-site energies give 13.5 meV, 44% more than the quadratic value. Higher orders in $\rho_0/a=0.22$ are therefore not small for this quantity.

Spring rotation acts the other way. The elongation $\delta_\parallel+\delta_\perp^2/(2d_0)$ adds the cubic energy $(k/2d_0)\sum\delta_\parallel\delta_\perp^2$. At $\varphi=0$ the sum is $3\rho^3/4$, and it changes sign at $\varphi=180^\circ$. With $k=2K/3$ the difference is $K\rho^3/(2d_0)$, or 1.5 meV at $\rho_0$. This choice neglects the isotropic electronic part of $K$, which in this triangle is negative and about 40% of $K$; a spring stiff enough to reproduce the total $K$ gives about 2.1 meV. Together the two corrections leave 11 to 12 meV at fixed radius in place of 9.4 meV. The value $B=9.5$ meV is therefore an order of magnitude, and probably too low for this triangle.

## Spin-orbit coupling

For real orbitals, angular momentum along the axis is an imaginary antisymmetric matrix. For one spin direction it adds $\Delta\sigma_y$; for the other the sign reverses. Spin-flip mixing with $a_1$ is neglected. With $G=0$ the lower sheet becomes $\frac12K\rho^2-s$, where now $s=\sqrt{F^2\rho^2+\Delta^2}\ge\Delta$ and $\Delta>0$. Eliminating $\rho$,

$$E=\frac{s^2-\Delta^2}{4E_{\rm JT}}-s. \tag{20}$$

The stationary point is $s=2E_{\rm JT}$, which is allowed if $\Delta<2E_{\rm JT}$. Then $E=-E_{\rm JT}-\Delta^2/(4E_{\rm JT})$. The undistorted level is at $-\Delta$, so the gain from distortion is

$$E_{\rm gain}=E_{\rm JT}\left(1-\frac{\Delta}{2E_{\rm JT}}\right)^2. \tag{21}$$

For $\Delta\ge2E_{\rm JT}$ the minimum is at $s=\Delta$, which means $\rho=0$: the linear model has no distortion. Quadratic coupling leaves the stability of $\rho=0$ against small distortions unchanged, because it first enters the energy at order $\rho^3$. It does let a distorted minimum stay lowest somewhat beyond $\Delta=2E_{\rm JT}$, by less than 1% for the example values. For a rough full splitting $2\Delta=50$ meV, (21) gives $54.5(1-25/108.9)^2=32$ meV. The gain falls by 41% relative to $E_{\rm JT}$, although the radius decreases merely from 8.7 to 8.5 pm. With $G$ included the barrier becomes 8.7 meV.

## Are the minima static?

The total wavefunction must be single-valued. Since the real electronic state changes sign around the trough, the nuclear factor must change sign too, so $e^{ij\varphi}$ requires $j=\pm\frac12,\pm\frac32,\ldots$ For motion at fixed radius the energy is $\hbar^2j^2/(2M\rho_0^2)$ plus a constant. The ground level is a doublet, and its gap to $j=\pm\frac32$ is

$$\frac{\hbar^2}{M\rho_0^2}=\frac{(\hbar\omega)^2}{2E_{\rm JT}}=\frac{25^2}{108.9}\ {\rm meV}=5.7\ {\rm meV}. \tag{22}$$

Diagonalizing the full linear model gives 6.7 meV; the fixed-radius estimate is 14% below that value.

Warping proportional to $\cos3\varphi$ changes $j$ by $\pm3$. It connects $\frac32$ with $-\frac32$ and splits that pair, but no sequence of such steps connects $\frac12$ with $-\frac12$. With $G$ the calculated levels are a ground doublet and singlets at 3.8 and 10.5 meV. A state concentrated in one minimum can be built by superposing the ground doublet and the first singlet. It is not an energy eigenstate: it spreads to the other minima and, without spin-orbit coupling, returns with period $h/(3.8\ {\rm meV})$, about 1 ps. An undisturbed defect in this model is therefore not frozen in one minimum even at low temperature. At 300 K the thermal energy, 26 meV, exceeds the barrier.

Coupling to the distortion also suppresses the spin-orbit splitting of the ground doublet, from 50 meV for the bare orbitals to 1.5 meV in the model with $G$. Without spin-orbit coupling the lower electronic state at each geometry is real, so its expectation value of $\sigma_y$ vanishes. To first order in $\Delta$ the remaining splitting therefore requires admixture of the upper sheet.

A device adds strain. Stretch the host by 0.1% along $x$ and compress it by 0.1% along $y$. The preferred lattice position then shifts by $q=0.001d_0=0.32$ pm along $Q_1$. Writing $Q=q+Q'$, with elastic energy $\frac12K|Q'|^2$, shifts the trough energy to first order by $-|F|q\cos\varphi=-4.0\cos\varphi$ meV. With $G$ the minima lie at the larger radius $\rho_{\rm m}$: the one at $0^\circ$ falls by about 4.4 meV and the other two rise by about 2.1 meV. Without spin-orbit coupling any such strain, however small, splits the degenerate ground doublet, and its lower member has roughly two thirds of its weight near $0^\circ$; with spin-orbit coupling the strain must first compete with the 1.5 meV splitting. The 6.5 meV difference exceeds both that splitting and the 3.8 meV gap to the singlet, and the ground state then has about 90% of its weight near $0^\circ$. At 300 K the preference is only slight.

These numbers are an estimate for the vacancy, not a prediction. Real molybdenum neighbours contribute several $d$ orbitals, and the vacancy couples to many vibrations, whereas the triangle has one orbital per atom and one mode pair. The result is sensitive to the inputs: at fixed $F$ and $M$, raising $\hbar\omega$ from 25 to 30 meV multiplies $E_{\rm JT}$ by $(25/30)^2=0.69$ and brings it to 38 meV. In a device, unequal strain and nearby charges break the assumed threefold symmetry; the strain estimate above shows that 0.1% already shifts the minima by an amount comparable with the barrier. The numerical output lists the inputs of the triangle model.

## Computed values

```
Rough model inputs
hopping t0: 0.50 eV
hopping decay length a: 0.040 nm
neighbour distance d0: 0.32 nm
vibration quantum: 25.0 meV
mass of each neighbour: 95.95 u
full spin-orbit splitting: 50.0 meV
Couplings and linear trough
linear coupling F: -12.50 eV/nm
stiffness K: 1434.6 eV/nm^2
quadratic coupling G (formula): -61.85 eV/nm^2
quadratic coupling G (three-site energies): -61.91 eV/nm^2
ratio |G|/K: 0.0431 (no unit)
Jahn-Teller energy: 54.46 meV
Jahn-Teller energy: 0.002001 hartree
trough radius: 8.71 pm
displacement of each atom: 5.03 pm
vertical gap at trough: 217.8 meV
Three minima with quadratic coupling
energy of minima: -59.60 meV
energy of saddles: -50.13 meV
barrier: 9.46 meV
radius of minima: 9.54 pm
radius of saddles: 8.02 pm
change of the short bond: -9.54 pm
change of each long bond: 4.87 pm
Sizes of neglected effects
linear-model gain with spin-orbit: 32.33 meV
linear-model radius with spin-orbit: 8.48 pm
barrier with spin-orbit: 8.73 meV
thermal energy at 300 K: 25.85 meV
vibronic gap, linear model: 6.65 meV
vibronic doublet-singlet gap, with G: 3.78 meV
next singlet above ground, with G: 10.52 meV
ground-doublet splitting, G and spin-orbit: 1.51 meV
electronic warping at rho0, quadratic: 9.39 meV
electronic warping at rho0, three-site: 13.54 meV
warping removed by spring rotation: 1.48 meV
```
